# First-order thermal desorption: peak temperature and desorption energy

A silicon wafer covered with hydrogen is heated in vacuum at a steady rate while a mass spectrometer records the hydrogen that leaves. The signal rises, passes through a peak and dies away: heating makes each atom more likely to leave, while fewer and fewer remain. The peak temperature is easy to read, but the amount of hydrogen on the surface is hard to calibrate. Can the desorption energy be found from the peak temperature alone?

For first-order desorption it can, provided that the attempt frequency is known. If it is not, peaks at several heating rates supply both quantities.

## The rate law

Let $\theta$ be the coverage relative to a full layer, $E$ the desorption energy per molecule, $\nu$ the attempt frequency and $k$ the Boltzmann constant. First-order desorption means

$$\frac{d\theta}{dt}=-\Gamma(T)\,\theta,\qquad \Gamma(T)=\nu e^{-E/kT},$$

with $E$ and $\nu$ independent of coverage and temperature. The sample is heated as $T=T_0+\beta t$, with constant $\beta>0$. Desorbed gas does not return, and pumping is fast enough for the measured pressure to follow the rate $r=\Gamma\theta$. For energies per mole, $k$ is replaced by the gas constant $R$.

Since $dt=dT/\beta$,

$$\frac{d\theta}{dT}=-\frac{\Gamma(T)}{\beta}\,\theta. \tag{1}$$

## First derivation: two competing slopes

The logarithm of the rate is $\ln r=\ln\nu-E/kT+\ln\theta$. Its derivative, with (1) used for the last term, is

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}+\frac1\theta\frac{d\theta}{dT}
=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}. \tag{2}$$

The first term is the fractional gain per kelvin from faster escape. The second is the fractional loss per kelvin from depletion. The coverage has cancelled because a first-order process removes the same fraction of a large or a small population. At the peak $T_p$ the two terms balance:

$$\boxed{\frac{E}{kT_p^2}=\frac{\nu}{\beta}e^{-E/kT_p}} \tag{3}$$

To see that this is a single maximum, factor (2):

$$\frac{d\ln r}{dT}=e^{-E/kT}\left[f(T)-\frac{\nu}{\beta}\right],\qquad f(T)=\frac{E}{kT^2}e^{E/kT}.$$

Because $d\ln f/dT=-2/T-E/kT^2<0$, $f$ falls steadily, from infinity as $T\to0$ to zero as $T\to\infty$. It crosses $\nu/\beta$ once, and the slope of the signal changes there from positive to negative. If the ramp starts above $T_p$, the signal falls from the outset and shows no interior peak.

With $x=E/kT_p$, differentiating (2) once more and using (3) gives the curvature at the peak:

$$\frac{d^2\ln r}{dT^2}=-\frac{2E}{kT_p^3}-\frac{\nu}{\beta}e^{-x}\frac{E}{kT_p^2}
=-\frac{2x}{T_p^2}-\frac{x^2}{T_p^2}=-\frac{x(x+2)}{T_p^2}.$$

## Second derivation: the shape of the line

The second route first finds an approximate signal curve and locates its top. It then shows that the approximation has not displaced the top.

Choose a reference temperature $T_r$ and put $\delta=T-T_r$, $w=kT_r^2/E$. To first order in $\delta$, $1/T\approx1/T_r-\delta/T_r^2$, so $\Gamma$ is replaced by

$$\Gamma_a(T)=\Gamma(T_r)e^{\delta/w}.$$

Thus $w$ is the temperature rise that multiplies the escape rate by $e$. For a ramp that starts cold, with negligible early loss, the accumulated loss exponent is

$$u(T)=\frac1\beta\int_{-\infty}^{T}\Gamma_a(T')\,dT'=\frac{w\Gamma_a(T)}{\beta}.$$

The lower limit belongs to the approximate exponential, whose distant tail contributes little. The surviving coverage is $\theta_0e^{-u}$, and the signal is

$$r_a=\Gamma_a\theta_0e^{-u}=\frac{\beta\theta_0}{w}\,u e^{-u}.$$

Since $u$ grows with $T$, the peak lies where $d(ue^{-u})/du=(1-u)e^{-u}=0$, that is, at $u=1$. Now let the reference temperature be the peak itself, $T_r=T_p$. Then $w\Gamma(T_p)/\beta=1$, or

$$\frac{kT_p^2}{E}\,\frac{\nu}{\beta}e^{-E/kT_p}=1,$$

which is (3).

It remains to restore what was dropped. The full and approximate signals differ by

$$\ln\frac{r}{r_a}=\ln\frac{\Gamma}{\Gamma_a}-\left[\frac1\beta\int_{T_0}^{T}\Gamma\,dT'-u(T)\right].$$

The first term follows without further approximation:

$$\ln\frac{\Gamma}{\Gamma_a}=-\frac Ek\left(\frac1T-\frac1{T_r}+\frac{\delta}{T_r^2}\right)=-\frac{E\,\delta^2}{kT_r^2\,T}.$$

It has zero slope at $\delta=0$. The bracket has slope $(\Gamma-\Gamma_a)/\beta$, which also vanishes there. The correction therefore leaves the signal stationary at $T_r=T_p$. The same reasoning applied backwards shows that any stationary point of the full signal satisfies (3).

The correction does alter the shape. At $\delta=w$ the first term is $-w/T$, about $-1/x$ near the peak. The approximate line is therefore good when $x$ is large.

## What each derivation assumes

Both derivations need first-order kinetics, constant $E$ and $\nu$, and a signal proportional to the rate. Both are written for a linear ramp, although the first needs only the heating rate at the peak to give (3). They differ in what else they use.

The first is local. It uses the rate law at one temperature and needs no solution for $\theta$, no cold start and no large $x$. The start matters only through the requirement $T_0<T_p$. In return it gives the position and curvature of the peak, but not the whole line.

The second uses a cold start and large $x$ to obtain a line shape. These approximations affect the width and the remaining coverage, while the final argument removes them from the peak position. The half-height condition is $ue^{-u}=1/(2e)$, with numerical roots $u=0.232$ and $2.678$. As $\delta=w\ln u$, the full width at half maximum is

$$w\ln\frac{2.678}{0.232}\approx2.45\,w=2.45\,\frac{T_p}{x}.$$

The approximate shape leaves a fraction $e^{-1}$ at the peak. The full rate law gives a slightly different fraction. For a cold start, substitute $T=T_p/s$ in the loss integral:

$$\frac{\nu}{\beta}\int_0^{T_p}e^{-E/kT}dT=\frac{\nu T_p}{\beta}\int_1^\infty\frac{e^{-xs}}{s^2}ds=xe^xE_2(x).$$

Here $E_2$ denotes the last integral, and (3) was used in the form $\nu T_p/\beta=xe^x$. Repeated integration by parts gives $xe^xE_2(x)\approx1-2/x+6/x^2$. The remaining fraction is thus slightly above $1/e$ and tends to $1/e$ as $x\to\infty$.

## From the peak to the energy

Multiplying (3) by $T_p$ gives $x=(\nu T_p/\beta)e^{-x}$, or $xe^x=\nu T_p/\beta$. The Lambert function $W$ is defined by $We^W=z$, so

$$E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right). \tag{4}$$

Equivalently, $x=\ln(\nu T_p/\beta)-\ln x$. Replacing the slowly varying $\ln x$ by 3.64 gives the Redhead estimate

$$E\approx kT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right].$$

On a grid covering $\nu/\beta=10^8$ to $10^{15}$ K$^{-1}$ and $T_p=200$ to 1200 K, its largest error relative to (4) is 3.0 %.

To see how input errors propagate, differentiate $x+\ln x=\ln(\nu T_p/\beta)$. At fixed $\nu$ and $\beta$, $dx=[x/(x+1)]\,dT_p/T_p$. Since $E=kT_px$,

$$\left(\frac{\partial E}{\partial T_p}\right)_\nu=kx+\frac{kx}{x+1}=\frac{kx(x+2)}{x+1},\qquad
\left(\frac{\partial E}{\partial\ln\nu}\right)_{T_p}=\frac{kT_px}{x+1}.$$

## Hydrogen on Si(100)

Take $E=2.5$ eV, $\nu=10^{15}$ s$^{-1}$ and $\beta=2$ K/s, rough values for a Si(100) surface with one hydrogen atom per surface silicon atom. Integrating (1) numerically from 300 K by a Runge–Kutta method with 0.1 K steps gives a peak at 786.1 K.

Now suppose that only this temperature, $\nu$ and $\beta$ are known. Then

$$\ln\frac{\nu T_p}{\beta}=\ln(3.931\times10^{17})=40.513.$$

Iterating $x=40.513-\ln x$ from $x=37$ gives 36.90. With $kT_p=0.06774$ eV,

$$E=36.90\times0.06774\ \text{eV}=2.50\ \text{eV}\quad(241\ \text{kJ/mol}).$$

The Redhead estimate is 2.498 eV. Here $\ln x=3.61$, close to its fixed constant.

The integrated line is 50.3 K wide at half maximum. The approximate shape gives $2.45\times786.1/36.90\approx52$ K, a few per cent more, as expected for a correction of order $1/x$. The fraction remaining at the peak is 0.387, against $1/e=0.368$.

The sensitivities are 3.26 meV per kelvin and 0.066 eV per unit of $\ln\nu$. A thermometer reading 5 K high therefore raises $E$ by only 16 meV. Assuming $\nu=10^{13}$ s$^{-1}$ instead of $10^{15}$ s$^{-1}$ is more serious: equation (4) then gives 2.20 eV, an error of 0.30 eV.

## When the attempt frequency is unknown

Solving (3) for $T_p^2/\beta$ and taking logarithms gives

$$\ln\frac{T_p^2}{\beta}=\frac{E}{kT_p}+\ln\frac{E}{k\nu}, \tag{5}$$

with temperatures in K and rates in K/s. A plot against $1/T_p$ has slope $E/k$, and its intercept then gives $\nu$.

For the same $E$ and $\nu$, the integrated signals peak at 759.05, 772.35, 786.12, 805.07 and 820.01 K for heating rates of 0.5, 1, 2, 5 and 10 K/s. The two end points already give

$$\frac Ek=\frac{13.957-11.116}{(1.31744-1.21950)\times10^{-3}\ \text{K}^{-1}}\approx2.90\times10^4\ \text{K},$$

or 2.50 eV. A least-squares line through all five returns $E=2.500$ eV and $\nu=1.00\times10^{15}$ s$^{-1}$.

Freedom from an assumed $\nu$ has a price. If the slowest peak alone is read 1 K high, the line gives 2.536 eV and $1.7\times10^{15}$ s$^{-1}$. The same reading error in a single-peak analysis with known $\nu$ costs about 3 meV.

## Where the result fails

**Order of desorption.** If the rate is $\Gamma\theta^2$, then $d\theta/dT=-\Gamma\theta^2/\beta$, and

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}+\frac2\theta\frac{d\theta}{dT}=\frac{E}{kT^2}-\frac{2\Gamma\theta}{\beta}.$$

The coverage no longer cancels. Comparing peaks after different initial doses, at fixed heating rate, therefore tests the assumption; a known ordering of the doses is enough to see a shift.

Si(100) lies between the two cases if hydrogen leaves from silicon dimers that hold two atoms. Let $\theta_2$, $\theta_1$ and $\theta_e$ be the fractions of doubly occupied, singly occupied and empty dimers, with pairing energy $\varepsilon$. There are two ways to place a single atom on a dimer, so equilibrium requires

$$\frac{\theta_2\theta_e}{\theta_1^2}=\frac14e^{\varepsilon/kT},\qquad \theta=\theta_2+\tfrac12\theta_1,\qquad r=\Gamma\theta_2.$$

Strong pairing makes $\theta_2\approx\theta$ and restores first order. With $\varepsilon=0$, occupation is random, $\theta_2=\theta^2$, and the order is two. For a rough $\varepsilon=0.25$ eV at 2 K/s, numerical integration puts the peak at 786.5 K for a full layer and 793.6 K for an initial coverage of 0.1. This 7 K shift compares with 49 K for random occupation. Equation (4) would give 2.501 and 2.524 eV respectively; at an initial coverage of 0.05 it would give 2.537 eV.

**Pumping.** With pump time $\tau$, the pressure signal $p$, scaled to the rate, obeys $\tau\,dp/dt=r-p$. For slow changes $p(t)\approx r(t)-\tau\,dr/dt\approx r(t-\tau)$, so the peak appears late by about $\beta\tau$. A 50-litre chamber pumped at 200 litre/s has $\tau=0.25$ s. At 2 K/s the delay is 0.5 K, and a single peak gives 2.502 eV. The five-rate line, however, gives 2.416 eV. The delay grows with $\beta$, from about 0.1 K to 2.4 K, and stretches the temperature interval from which the slope is taken. A lag that is harmless in one measurement is thus a significant error in the other.

**Temperature-dependent prefactor.** If $\nu$ is proportional to $T$, then $d\ln\Gamma/dT=(E+kT)/kT^2$. The peak condition becomes $T_p^2/\beta=(E+kT_p)/[k\Gamma(T_p)]$, where $1/\Gamma\propto e^{E/kT_p}/T_p$. Differentiating its logarithm with respect to $1/T_p$ gives the local slope

$$\frac Ek+T_p-\frac{kT_p^2}{E+kT_p}=\frac Ek+\frac{x}{x+1}T_p.$$

The line thus overestimates $E$ by nearly $kT_p$. In the example it gives 2.566 eV, whereas one peak analysed with the correct $\nu$ at $T_p$ gives 2.502 eV.

**Return and tunnelling.** The returning fraction is roughly $sA\bar v/4S$, with sticking probability $s$, sample area $A$, mean gas speed $\bar v$ and pumping speed $S$. For an assumed $s=10^{-4}$, $A=1$ cm$^2$ and gas at 300 K, it is $2\times10^{-5}$, which is negligible here. For an assumed barrier wavenumber $\tilde\nu=1000$ cm$^{-1}$, the Wigner tunnelling factor $1+(hc\tilde\nu/kT_p)^2/24$ is 1.14. Ignoring it lowers the inferred energy by about 9 meV. Since $hc\tilde\nu/kT_p$ is about 1.8, this is an estimate of size only.

On real Si(100), monohydride desorption is close to first order and peaks roughly near 800 K at heating rates of a few kelvin per second, so the example lies in the right regime. Pairing breaks the simple law most clearly at low coverage. In the dimer model with $\varepsilon=0.25$ eV and an initial coverage of 0.05, it raises the energy from a single peak by about 0.04 eV and lowers that from the five-rate line by about 0.07 eV; for $\varepsilon$ between 0.20 and 0.31 eV these shifts range over about 0.06 to 0.02 eV and 0.08 to 0.055 eV. Dihydride, surface steps, a spread of site energies and hydrogen arriving from the bulk are outside the model, and their effects have not been sized. Among the errors considered, a prefactor wrong by two powers of ten matters most for a single peak. For the several-rate method at full initial coverage, pump lag and the temperature dependence of the prefactor matter most, provided that each peak is read to about 1 K (an error of 2 K in the slowest peak alone already shifts the line by 0.07 eV); at low coverage, pairing can matter as much.

Numbers in the example were calculated in double precision.
